**Rhombohedral lattices on hexagonal axes and their three cubic cases**

A rhombohedral lattice with edge $a_R$ and angle $\alpha$ is described by hexagonal axes of lengths $a$ and $c$, in the obverse or reverse setting. It is fcc, simple cubic or bcc at $c/a=\sqrt6$, $\sqrt{3/2}$ or $\sqrt{3/8}$. The program asserts the metric formulas against explicitly built vectors, and finds the centring points by enumerating lattice points. It also asserts which turns of the axes exchange the settings, and compares the reflection conditions with phase sums over the centring points. For the cubic cases it searches each lattice for its shortest vectors across and along a body diagonal, and compares four neighbour shells with those of the centred hexagonal cell. An integer count of symmetry operations covers $(c/a)^2$ from 0.125 to 12 in steps of 0.125. The output shows 48 operations at 0.375, 1.5 and 6, and 12 at every other scanned value. The scan samples separate ratios, so it supports the general proof but does not replace it.

## Numerical verification

```python
# Result under test: a rhombohedral lattice (edge a_R, angle alpha) has a triply
# primitive hexagonal cell A=a1-a2, B=a2-a3, C=a1+a2+a3 (obverse setting);
# the reverse setting uses -A, -B, C. With a=|A| and c=|C|, the lattice is
# fcc, simple cubic or bcc at c/a = sqrt(6), sqrt(3/2), sqrt(3/8), respectively.
# Vectors are stored as rows. Lengths are in angstrom unless stated otherwise.
from collections import Counter
from itertools import product
import numpy as np
from scipy.spatial.transform import Rotation

OBVERSE = np.array([[1, -1, 0], [0, 1, -1], [1, 1, 1]])
REVERSE = np.diag([-1, -1, 1]) @ OBVERSE
OBV_POINTS = {(0, 0, 0), (2, 1, 1), (1, 2, 2)}   # in thirds of the cell edges
REV_POINTS = {(0, 0, 0), (1, 2, 1), (2, 1, 2)}


def rhombohedral_basis(edge, angle):
    gram = np.full((3, 3), np.cos(angle))
    np.fill_diagonal(gram, 1.0)
    return edge * np.linalg.cholesky(gram)


def angle_between(u, v):
    cosine = u @ v / np.linalg.norm(u) / np.linalg.norm(v)
    return np.degrees(np.arccos(np.clip(cosine, -1, 1)))


def centring_points(primitive, cell):
    """Enumerate lattice points and reduce them into the hexagonal cell."""
    found = set()
    for n in product(range(-2, 3), repeat=3):
        thirds = 3 * (np.array(n) @ primitive @ np.linalg.inv(cell))
        assert np.allclose(thirds, np.rint(thirds), atol=1e-8)
        found.add(tuple(int(t) % 3 for t in np.rint(thirds)))
    return found


def shells(points, number=4):
    """Squared distances relative to the nearest one, with multiplicities."""
    d2 = np.sum(points**2, axis=1)
    d2 = d2[d2 > 1e-9]
    counts = Counter(np.round(d2 / d2.min(), 6).tolist())
    return sorted(counts.items())[:number]


# Metric relations against vectors built from the definition of the lattice
angles = np.radians(np.linspace(10, 118, 55))
ratios = []
for alpha in angles:
    prim = rhombohedral_basis(1.7, alpha)
    A, B, C = OBVERSE @ prim
    a, c = np.linalg.norm(A), np.linalg.norm(C)
    assert np.isclose(np.linalg.norm(B), a)
    assert np.isclose(angle_between(A, B), 120)
    assert abs(A @ C) < 1e-10 and abs(B @ C) < 1e-10
    assert np.isclose(a, 2 * 1.7 * np.sin(alpha / 2))
    assert np.isclose(c, 1.7 * np.sqrt(3 + 6 * np.cos(alpha)))
    assert np.isclose(1.7**2, a**2 / 3 + c**2 / 9)
    q = (c / a)**2
    assert np.isclose(q, 9 / (4 * np.sin(alpha / 2)**2) - 3)
    assert np.isclose(np.cos(alpha), (2 * q - 3) / (2 * q + 6))
    ratios.append(c / a)
assert np.all(np.diff(ratios) < 0)

# Model lattice: centring points and effect of turning the axes about C
edge, alpha_deg = 6.0, 55.0
prim = rhombohedral_basis(edge, np.radians(alpha_deg))
hex_obv, hex_rev = OBVERSE @ prim, REVERSE @ prim
assert np.linalg.det(prim) > 0
assert np.linalg.det(hex_obv) > 0 and np.linalg.det(hex_rev) > 0
assert centring_points(prim, hex_obv) == OBV_POINTS
assert centring_points(prim, hex_rev) == REV_POINTS
axis = hex_obv[2] / np.linalg.norm(hex_obv[2])
turn_result = {}
for turn in range(0, 360, 60):
    turned = Rotation.from_rotvec(np.radians(turn) * axis).apply(hex_obv)
    points = centring_points(prim, turned)
    assert points in (OBV_POINTS, REV_POINTS)
    turn_result[turn] = "obverse" if points == OBV_POINTS else "reverse"
assert [t for t in turn_result if turn_result[t] == "reverse"] == [60, 180, 300]

# Reflection conditions from phase sums over the centring points
total = n_obv = n_rev = n_both = 0
for h, k, l in product(range(-4, 5), repeat=3):
    sums = [abs(sum(np.exp(2j * np.pi * np.dot((h, k, l), t) / 3) for t in pts))
            for pts in (OBV_POINTS, REV_POINTS)]
    seen_obv, seen_rev = sums[0] > 1e-8, sums[1] > 1e-8
    assert seen_obv == ((-h + k + l) % 3 == 0)
    assert seen_rev == ((h - k + l) % 3 == 0)
    assert (seen_obv and seen_rev) == (l % 3 == 0 and (h - k) % 3 == 0)
    total += 1
    n_obv += seen_obv
    n_rev += seen_rev
    n_both += seen_obv and seen_rev
assert n_obv == n_rev and 3 * n_obv == total and 3 * n_both == n_obv

# One site: coordinates solved from its Cartesian position
site = np.array([0.10, 0.20, 0.40])
site_obv = np.linalg.solve(hex_obv.T, site @ prim)
site_rev = np.linalg.solve(hex_rev.T, site @ prim)
x1, x2, x3 = site
assert np.allclose(site_obv, [(2*x1-x2-x3)/3, (x1+x2-2*x3)/3, (x1+x2+x3)/3])
assert np.allclose(site_rev, site_obv * [-1, -1, 1])

# One reflection: indices are dot products of its reciprocal vector with the axes
index_rh = np.array([2, 1, 1])
recip = index_rh @ np.linalg.inv(prim).T
index_obv = np.rint(hex_obv @ recip).astype(int)
index_rev = np.rint(hex_rev @ recip).astype(int)
assert np.allclose(hex_obv @ recip, index_obv)
hr, kr, lr = index_rh
assert np.array_equal(index_obv, [hr - kr, kr - lr, hr + kr + lr])
assert np.array_equal(index_rev, index_obv * [-1, -1, 1])
a_hex, c_hex = np.linalg.norm(hex_obv[0]), np.linalg.norm(hex_obv[2])
spacing = 1 / np.linalg.norm(recip)
h, k, l = index_obv
assert np.isclose(1 / spacing**2, 4*(h*h+h*k+k*k)/(3*a_hex**2) + l*l/c_hex**2)
vol_rh, vol_hex = np.linalg.det(prim), np.linalg.det(hex_obv)
assert np.isclose(vol_hex, 3 * vol_rh)

# Cubic lattices: direct vector search and comparison of neighbour shells
cube_edge = 4.0
cubic = {
    "fcc": (np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2, 6.0),
    "sc": (np.eye(3), 3 / 2),
    "bcc": (np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / 2, 3 / 8),
}
integers = np.array(list(product(range(-5, 6), repeat=3)))
cubic_rows = []
for name, (unit_basis, ratio_squared) in cubic.items():
    basis = cube_edge * unit_basis
    points = integers @ basis
    lengths = np.linalg.norm(points, axis=1)
    diagonal = np.ones(3) / np.sqrt(3)
    across = (np.abs(points @ diagonal) < 1e-9) & (lengths > 1e-9)
    along = np.linalg.norm(np.cross(points, diagonal), axis=1) < 1e-9
    along &= lengths > 1e-9
    a_found, c_found = lengths[across].min(), lengths[along].min()
    assert np.isclose(c_found / a_found, np.sqrt(ratio_squared))
    cell = OBVERSE @ basis
    assert np.isclose(np.linalg.norm(cell[0]), a_found)
    assert np.isclose(np.linalg.norm(cell[2]), c_found)
    assert centring_points(basis, cell) == OBV_POINTS
    # Rebuild the lattice from the ratio alone, with a = 1
    hex_axes = np.array([[1, 0, 0], [-0.5, np.sqrt(3) / 2, 0],
                         [0, 0, np.sqrt(ratio_squared)]])
    rebuilt = np.vstack([(integers + np.array(t) / 3) @ hex_axes
                         for t in sorted(OBV_POINTS)])
    hex_shells, cubic_shells = shells(rebuilt), shells(points)
    assert len(hex_shells) == len(cubic_shells) == 4
    for (d_hex, n_hex), (d_cub, n_cub) in zip(hex_shells, cubic_shells):
        assert abs(d_hex - d_cub) < 2e-6 and n_hex == n_cub
    cubic_rows.append((name, np.linalg.norm(basis[0]),
                       angle_between(basis[0], basis[1]), a_found, c_found,
                       hex_shells))

# Exact symmetry count for (c/a)^2 = m/8. The scaled Gram matrix is integral.
# Ordered triples with the same Gram matrix are the lattice symmetry operations.
small = np.array(list(product(range(-3, 4), repeat=3)))
orders = {}
for m in range(1, 97):
    gram = np.full((3, 3), m - 12)
    np.fill_diagonal(gram, m + 24)
    norms = np.einsum("ni,ij,nj->n", small, gram, small)
    candidates = small[norms == m + 24]
    linked = (candidates @ gram @ candidates.T == m - 12).astype(int)
    orders[m] = int(np.trace(linked @ linked @ linked))
special = [m for m in orders if orders[m] == 48]
assert special == [3, 12, 48]
assert all(orders[m] == 12 for m in orders if m not in special)

print(f"Model rhombohedral edge a_R = {edge:.3f} angstrom")
print(f"Model rhombohedral angle alpha = {alpha_deg:.2f} degrees")
print(f"Hexagonal a = {a_hex:.4f} angstrom")
print(f"Hexagonal c = {c_hex:.4f} angstrom")
print(f"Ratio c/a = {c_hex / a_hex:.5f} (dimensionless)")
print(f"Rhombohedral cell volume = {vol_rh:.3f} angstrom^3")
print(f"Hexagonal cell volume = {vol_hex:.3f} angstrom^3")
print(f"Volume ratio = {vol_hex / vol_rh:.3f} (dimensionless)")
for label, cell in (("Obverse", hex_obv), ("Reverse", hex_rev)):
    pts = sorted(centring_points(prim, cell))
    print(f"{label} centring points = {pts} (thirds of cell edges)")
for turn, setting in turn_result.items():
    print(f"Obverse axes turned by {turn} degrees: {setting}")
print("Site, rhombohedral =", np.round(site, 4), "(fractional)")
print("Site, obverse =", np.round(site_obv, 4), "(fractional)")
print("Site, reverse =", np.round(site_rev, 4), "(fractional)")
print("Reflection, rhombohedral =", index_rh, "(indices)")
print("Reflection, obverse =", index_obv, "(indices)")
print("Reflection, reverse =", index_rev, "(indices)")
print(f"Its plane spacing d = {spacing:.4f} angstrom")
print(f"Index triples tested = {total} (count, includes 000)")
print(f"Allowed in obverse = {n_obv}, in reverse = {n_rev} (count)")
print(f"Allowed in both = {n_both} (count)")
print(f"Cube edge = {cube_edge:.3f} angstrom")
for name, a_r, angle, a_h, c_h, near in cubic_rows:
    print(f"{name}: a_R = {a_r:.4f} angstrom, alpha = {angle:.4f} degrees")
    print(f"{name}: a = {a_h:.4f} angstrom, c = {c_h:.4f} angstrom")
    print(f"{name}: c/a = {c_h/a_h:.6f}, (c/a)^2 = {(c_h/a_h)**2:.6f}")
    print(f"{name}: first two shells = {near[0][1]}, {near[1][1]} neighbours")
    print(f"{name}: second/first distance = {np.sqrt(near[1][0]):.5f}")
print(f"Scan of (c/a)^2: {min(orders)/8} to {max(orders)/8}, step {1/8}")
print("Order 48 at (c/a)^2 =", [m / 8 for m in special])
others = sorted({orders[m] for m in orders if m not in special})
print("Symmetry order at all other scanned ratios =", others)
print("ALL CHECKS PASSED")
```

Printed output:

```
Model rhombohedral edge a_R = 6.000 angstrom
Model rhombohedral angle alpha = 55.00 degrees
Hexagonal a = 5.5410 angstrom
Hexagonal c = 15.2280 angstrom
Ratio c/a = 2.74825 (dimensionless)
Rhombohedral cell volume = 134.967 angstrom^3
Hexagonal cell volume = 404.900 angstrom^3
Volume ratio = 3.000 (dimensionless)
Obverse centring points = [(0, 0, 0), (1, 2, 2), (2, 1, 1)] (thirds of cell edges)
Reverse centring points = [(0, 0, 0), (1, 2, 1), (2, 1, 2)] (thirds of cell edges)
Obverse axes turned by 0 degrees: obverse
Obverse axes turned by 60 degrees: reverse
Obverse axes turned by 120 degrees: obverse
Obverse axes turned by 180 degrees: reverse
Obverse axes turned by 240 degrees: obverse
Obverse axes turned by 300 degrees: reverse
Site, rhombohedral = [0.1 0.2 0.4] (fractional)
Site, obverse = [-0.1333 -0.1667  0.2333] (fractional)
Site, reverse = [0.1333 0.1667 0.2333] (fractional)
Reflection, rhombohedral = [2 1 1] (indices)
Reflection, obverse = [1 0 4] (indices)
Reflection, reverse = [-1  0  4] (indices)
Its plane spacing d = 2.9824 angstrom
Index triples tested = 729 (count, includes 000)
Allowed in obverse = 243, in reverse = 243 (count)
Allowed in both = 81 (count)
Cube edge = 4.000 angstrom
fcc: a_R = 2.8284 angstrom, alpha = 60.0000 degrees
fcc: a = 2.8284 angstrom, c = 6.9282 angstrom
fcc: c/a = 2.449490, (c/a)^2 = 6.000000
fcc: first two shells = 12, 6 neighbours
fcc: second/first distance = 1.41421
sc: a_R = 4.0000 angstrom, alpha = 90.0000 degrees
sc: a = 5.6569 angstrom, c = 6.9282 angstrom
sc: c/a = 1.224745, (c/a)^2 = 1.500000
sc: first two shells = 6, 12 neighbours
sc: second/first distance = 1.41421
bcc: a_R = 3.4641 angstrom, alpha = 109.4712 degrees
bcc: a = 5.6569 angstrom, c = 3.4641 angstrom
bcc: c/a = 0.612372, (c/a)^2 = 0.375000
bcc: first two shells = 8, 6 neighbours
bcc: second/first distance = 1.15470
Scan of (c/a)^2: 0.125 to 12.0, step 0.125
Order 48 at (c/a)^2 = [0.375, 1.5, 6.0]
Symmetry order at all other scanned ratios = [12]
ALL CHECKS PASSED
```
